# The dipolar hyperfine tensor in reciprocal space and its supercell images

## 1. Definitions and conventions

Let $\rho(\mathbf r)=n_\uparrow(\mathbf r)-n_\downarrow(\mathbf r)$ be the electron spin density of a state with total spin $S$ and $M_S=S$. Its integral over one defect, or over one supercell containing one defect, is $2S$. Spin-orbit coupling is neglected. The hyperfine Hamiltonian is $H=\mathbf S\cdot\mathbf A\cdot\mathbf I$, with dimensionless spins, and $T_{ij}$ denotes the traceless dipolar part of $A_{ij}$.

Two point moments separated by $\mathbf x$ have the energy
$$
E=\frac{\mu_0}{4\pi}\left[\frac{\boldsymbol\mu_e\cdot\boldsymbol\mu_n}{x^3}-\frac{3(\boldsymbol\mu_e\cdot\mathbf x)(\boldsymbol\mu_n\cdot\mathbf x)}{x^5}\right].
$$
For an electron $\boldsymbol\mu_e=-g_e\mu_B\mathbf s$ with $g_e>0$, and for the nucleus $\boldsymbol\mu_n=g_N\mu_N\mathbf I$. The minus sign of the electron moment reverses both terms, so
$$
E=P\,s_iK_{ij}(\mathbf x)I_j,\qquad K_{ij}(\mathbf x)=\frac{3x_ix_j-x^2\delta_{ij}}{x^5},\qquad P=\frac{\mu_0}{4\pi}g_e\mu_Bg_N\mu_N .
$$

For several electrons, $\sum_k s_{k,z}K_{ij}(\mathbf r_k-\mathbf R)$ has the expectation value $\tfrac12\int\rho K_{ij}$ in the state $M_S=S$. Within the spin multiplet this operator is proportional to $S_z$, whose value is $S$. Dividing gives
$$
T_{ij}=\frac{P}{2S}D_{ij},\qquad D_{ij}(\mathbf R)=\int\rho(\mathbf r)K_{ij}(\mathbf r-\mathbf R)\,d^3r. \tag{1}
$$
A small sphere around the nucleus at $\mathbf R$ is left out and its radius then goes to zero. The limit exists for a smooth density, because the angular average of $K_{ij}$ is zero. The Fermi contact interaction is a separate, isotropic term.

For a periodic density with cell volume $V$,
$$
\rho(\mathbf r)=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad \rho_{\mathbf G}=\frac1V\int_{\rm cell}\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,\qquad \rho_0=\frac{2S}{V}.
$$

## 2. The transform of the kernel

Since $K$ falls off as $x^{-3}$, its integral over all space is only conditionally convergent. We therefore integrate over a ball of radius $B$ centred on the nucleus:
$$
F_{ij}(\mathbf G)=\int_{x<B}K_{ij}(\mathbf x)e^{i\mathbf G\cdot\mathbf x}d^3x .
$$
This tensor is symmetric and traceless, and $\mathbf G$ is the only direction it can depend on. Hence
$$
F_{ij}=f(G)\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right).
$$

To find $f$, contract both sides with $G_iG_j/G^2$. The bracket gives $1-\tfrac13=\tfrac23$. With $u$ the cosine of the angle between $\mathbf x$ and $\mathbf G$, the kernel becomes $(3u^2-1)/x^3=2P_2(u)/x^3$. The expansion $e^{izu}=\sum_l(2l+1)i^lj_l(z)P_l(u)$ and $\int_{-1}^1P_2^2\,du=\tfrac25$ give
$$
2\pi\int_{-1}^1P_2(u)e^{izu}du=2\pi\cdot5\cdot(-1)\cdot\tfrac25\,j_2(z)=-4\pi j_2(z).
$$
Therefore
$$
\frac23f=-8\pi\int_0^B\frac{j_2(Gx)}x\,dx .
$$
The identity $\frac{d}{dz}\left[j_1(z)/z\right]=-j_2(z)/z$ and the limit $j_1(z)/z\to\frac13$ at $z\to0$ turn the integral into $\frac13-j_1(GB)/(GB)$. Multiplying by $\frac32$,
$$
F_{ij}(\mathbf G)=-4\pi\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right)\left[1-\frac{3j_1(GB)}{GB}\right]. \tag{2}
$$

For fixed $\mathbf G\ne0$ the last bracket tends to 1 as $B\to\infty$. For $\mathbf G=0$ and finite $B$ it vanishes, in agreement with the zero angular average of $K$. The order of the limits thus matters: here the ball is finite when $\mathbf G$ is set to zero.

## 3. The reciprocal-space tensor

Put $\mathbf r=\mathbf R+\mathbf x$ in (1) and insert the Fourier series. Each component contributes $\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf R}F_{ij}(\mathbf G)$. For a smooth density, with rapidly decreasing coefficients, the limit $B\to\infty$ can be taken term by term:
$$
D_{ij}(\mathbf R)=-4\pi\sum_{\mathbf G\ne0}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf R}\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right)+D^{(0)}_{ij}. \tag{3}
$$
For summation in growing balls, $D^{(0)}=0$. The term is kept in (3) because other shapes give other values.

The $-\delta_{ij}/3$ makes each term traceless, and its origin can be seen in real space. For $\mathbf x\ne0$, differentiating $\partial_i(1/x)=-x_i/x^3$ once more gives
$$
\partial_i\partial_j\frac1x=-\frac{\delta_{ij}}{x^3}+\frac{3x_ix_j}{x^5}=K_{ij}.
$$
At the origin the two sides can differ by a term concentrated there. Both scale as $x^{-3}$, which is the scaling of $\delta(\mathbf x)$ and excludes its derivatives. Isotropy makes the difference proportional to $\delta_{ij}$. Its trace follows from $\nabla^2(1/x)=-4\pi\delta(\mathbf x)$ and $K_{ii}=0$:
$$
K_{ij}(\mathbf x)=\partial_i\partial_j\frac1x+\frac{4\pi}3\delta_{ij}\delta(\mathbf x). \tag{4}
$$
The transform of $1/x$ is $4\pi/G^2$, and two derivatives multiply it by $-G_iG_j$. The delta function supplies $+4\pi\delta_{ij}/3$. Both pieces of the kernel in (3) are recovered.

Equation (3) treats the density it is given. If that density has been smoothed near the nucleus, the difference from the true density must be added through a separate integral around the nucleus.

## 4. The term at G = 0

The kernel has no unique limit at $\mathbf G\to0$. Approached along $z$, the $zz$ component of $-4\pi(G_iG_j/G^2-\delta_{ij}/3)$ is $-8\pi/3$; approached along $x$, it is $+4\pi/3$. The periodic density alone does not settle the value. The missing information is the outer shape of the assembly of cells.

Let the assembly be a large ellipsoid. The component $\rho_0$ fills it uniformly, while the components with $\mathbf G\ne0$ average out over an outer surface that is smooth on the scale of a cell. Integrating (4) over the body gives
$$
D^{(0)}_{ij}=\rho_0\left[\partial_i\partial_j\int_{\rm body}\frac{d^3r}{|\mathbf r-\mathbf R|}+\frac{4\pi}3\delta_{ij}\right],
$$
with derivatives taken with respect to $\mathbf R$. Define the depolarization tensor
$$
N_{ij}=-\frac1{4\pi}\partial_i\partial_j\int_{\rm body}\frac{d^3r}{|\mathbf r-\mathbf R|}.
$$
Its trace is 1, by Poisson's equation. Inside a uniformly filled ellipsoid the potential is quadratic in position, so $N$ is the same at every interior point. Thus
$$
D^{(0)}_{ij}=-4\pi\rho_0\left(N_{ij}-\frac{\delta_{ij}}3\right). \tag{5}
$$

For a sphere $N_{ij}=\delta_{ij}/3$ and the term vanishes. For a slab normal to $z$, $N_{zz}=1$ and $D^{(0)}_{zz}=-8\pi\rho_0/3$, the same value as the limit along $z$.

A lattice sum tests (5). For unit point spins on a simple cubic lattice of constant $a$, filling a spheroid whose axis along $z$ is half as long as the other two, $N_{zz}=0.5272$. Place the nucleus at the central site and leave out the spin on that site. The sum over the spheroid equals the sum over a sphere plus the shape term (5). For a cubic lattice the spherical sum is zero, as shown in part 5, so only (5) remains. It gives $-4\pi(0.5272-0.3333)=-2.436$ in units of $a^{-3}$, and the direct sum over the lattice, taken with a smoothly cut-off spheroidal surface, gives the same value.

In a uniformly magnetized crystal $D^{(0)}$ is a real effect of the sample's shape. For an isolated defect it is an artefact, since the other cells do not exist. Setting it to zero does not by itself remove the images; the next two parts show what remains.

## 5. Images of a point spin at the nucleus

Suppose the supercell density is a superposition of displaced copies of the isolated defect density $\rho_d$:
$$
\rho(\mathbf r)=\sum_{\mathbf L}\rho_d(\mathbf r-\mathbf L).
$$
This isolates the magnetic error of the images. Changes of the electronic state caused by neighbouring defects are a different finite-size error. Substitution in (1), with $\mathbf r\to\mathbf r+\mathbf L$ in each copy, gives
$$
D_{ij}=D^{\rm iso}_{ij}+\int\rho_d(\mathbf r)S_{ij}(\mathbf R-\mathbf r)d^3r,\qquad
S_{ij}(\mathbf d)=\sum_{\mathbf L\ne0}K_{ij}(\mathbf L-\mathbf d). \tag{6}
$$
The sum runs over growing spheres of lattice vectors. A finite shift of the sphere's centre does not alter the limit, because $N_{ij}=\delta_{ij}/3$ throughout the interior. This is the same convention as $D^{(0)}=0$.

If the whole spin sits at the nucleus, the image contribution is $2S\,S_{ij}(0)$. Let the lattice be simple cubic, body-centred cubic or face-centred cubic, with $x,y,z$ along the cube axes. A rotation that maps the lattice onto itself also preserves each shell of equal $L$, and so must leave the shell's contribution to $S_{ij}(0)$ unchanged.

- A half-turn about $z$ reverses $x$ and $y$, so $S_{xz}=-S_{xz}=0$ and $S_{yz}=0$. A half-turn about $x$ gives $S_{xy}=0$.
- A rotation by $120^\circ$ about $[111]$ permutes the axes, so $S_{xx}=S_{yy}=S_{zz}$.
- The trace is zero because $K_{ii}=0$. Each diagonal element is therefore zero.

Hence
$$
S_{ij}(0)=0\qquad\text{(cubic lattice, spherical summation)}. \tag{7}
$$
In the first simple cubic shell, for instance, the two neighbours on the $z$ axis contribute $2\times2/a^3$ to $S_{zz}$, and the four in the plane contribute $4\times(-1)/a^3$. The symmetry used is that of the supercell lattice; the defect inside may have any symmetry.

In a tetragonal cell with edges $a,a,c$ the half-turns still make $S(0)$ diagonal, but nothing relates $z$ to $x$. For $c/a=1.5$ the six neighbours along the axes give $S_{zz}a^3=-4+4/1.5^3=-2.81$. The full spherical sum gives $-3.422$, and the reciprocal sum (3) for a compact spherical density gives the same value. Stretching the cell weakens the positive axial contribution, and an error proportional to $a^{-3}$ appears.

## 6. What remains in a cubic cell

Equation (7) does not cover a nucleus displaced from the spin, nor a spin density of finite extent. For $d<L$, use
$$
\frac1{|\mathbf L-\mathbf d|}=\sum_{l=0}^\infty\frac{d^l}{L^{l+1}}P_l(\cos\gamma),\qquad
K_{ij}(\mathbf L-\mathbf d)=\frac{\partial^2}{\partial d_i\partial d_j}\frac1{|\mathbf L-\mathbf d|},
$$
where $\gamma$ is the angle between $\mathbf L$ and $\mathbf d$. The terms $l=0$ and $l=1$ vanish on differentiation. Odd $l$ cancel between $\mathbf L$ and $-\mathbf L$. The term $l=2$ has constant second derivatives and gives $S_{ij}(0)$, which is zero here. The first survivor is $l=4$:
$$
S_{ij}(\mathbf d)\simeq\partial_i\partial_jh(\mathbf d),\qquad h(\mathbf d)=\sum_{\mathbf L\ne0}\frac{d^4P_4(\cos\gamma)}{L^5}.
$$
This sum converges absolutely, so its value does not depend on the order of summation.

Let $\mathbf d=(x,y,z)$. The function $h$ is a quartic polynomial obeying Laplace's equation. The half-turns allow only even powers of each coordinate, and the $120^\circ$ rotation equates the coefficients of permuted terms:
$$
h=\alpha(x^4+y^4+z^4)+\beta'(x^2y^2+y^2z^2+z^2x^2).
$$
Its Laplacian is $(12\alpha+4\beta')d^2$, so $\beta'=-3\alpha$. On the $z$ axis $\cos\gamma=L_z/L$ and $h=\alpha z^4$, which identifies
$$
\alpha=Q=\sum_{\mathbf L\ne0}\frac{P_4(L_z/L)}{L^5}.
$$
Differentiation gives $\partial_x^2h=Q[12x^2-6(y^2+z^2)]$ and $\partial_x\partial_yh=-12Qxy$. In general, to leading order,
$$
S_{ii}=6Q(3d_i^2-d^2)\ \text{(no sum)},\qquad S_{ij}=-12Qd_id_j\quad(i\ne j). \tag{8}
$$
For the simple cubic lattice $Q=3.108/a^5$. The next term, $l=6$, is smaller by a factor of order $(d/a)^2$.

Consider a unit point spin and a nucleus displaced by $d$ along $z$. The direct term is $2/d^3$ and the image term is $12Qd^2$, so
$$
\frac{\text{images}}{\text{direct}}\simeq6Qd^5=18.6\left(\frac da\right)^5 .
$$
The coefficient 18.6 holds for the simple cubic lattice and a displacement along a cube axis. For the component along the displacement, (8) gives $-\tfrac32Qd^5=-4.7(d/a)^5$ along $[110]$ and $-4Qd^5=-12.4(d/a)^5$ along $[111]$, so the sign depends on direction. It also depends on the lattice: with $a$ the cube edge, $Q=-3.11/a^5$ for the body-centred and $-7.53/a^5$ for the face-centred lattice. The ratio is small near the spin but grows quickly. At $d=a/2$ the nucleus lies midway between the spin and its nearest image, and that image contributes as much as the spin itself. The expansion is then of no use for separating off a small correction.

For a spin density centred on the nucleus, (6) requires the average of (8) over the density:
$$
D_{zz}-D^{\rm iso}_{zz}\simeq6Q\int\rho_d(\mathbf r)(3z^2-r^2)\,d^3r. \tag{9}
$$
A density whose extent is small compared with $a$ thus has, to leading order, an error set by its quadrupole moment about the nucleus and proportional to $a^{-5}$. If that moment vanishes, the error falls faster. The next term, $l=6$, is proportional to $a^{-7}$ and responds to the fourth-order multipole moment of the density, except for the part of that moment which has the cubic symmetry of the lattice, since cubic symmetry allows no traceless second-rank tensor. A spherical density centred on the nucleus responds to none of these terms, because the average of a harmonic polynomial of nonzero degree over a sphere is zero. Its tails, which the expansion does not cover, cancel as well: the copy at $\mathbf L$ contributes a tensor of the form $f(L)\,(3L_iL_j/L^2-\delta_{ij})$, and the symmetry argument of part 5 makes each shell of such tensors sum to zero in a cubic lattice. Adding the slab term of (5) would reintroduce an error proportional to $a^{-3}$. This is the practical reason for choosing $D^{(0)}=0$ in a cubic cell.

## 7. A p-type spin density

Take a model with $S=\frac12$, $g_N=1$ and one unpaired electron in a $p_z$ Gaussian orbital:
$$
\rho_d=n\,z^2e^{-\beta r^2},\qquad n=2\beta\left(\frac\beta\pi\right)^{3/2},\qquad \beta=0.5\ \text{bohr}^{-2}.
$$
The normalization follows from $\int z^2e^{-\beta r^2}d^3r=(\pi/\beta)^{3/2}/(2\beta)$.

**Isolated value.** With $u=\cos\theta$ and $z^2=r^2u^2$,
$$
D^{\rm iso}_{zz}=n\;2\pi\int_{-1}^1u^2(3u^2-1)du\int_0^\infty re^{-\beta r^2}dr
=n\cdot\frac{16\pi}{15}\cdot\frac1{2\beta}=\frac{16\beta^{3/2}}{15\sqrt\pi}.
$$
This equals $0.21277$ bohr$^{-3}$. For $S=\frac12$ and $g_N=1$, one bohr$^{-3}$ corresponds to $95.52$ MHz, so $T_{zz}=20.32$ MHz. Axial symmetry and zero trace give $T_{xx}=T_{yy}=-T_{zz}/2$.

**Fourier coefficients.** Along one axis, $\int e^{-\beta z^2-iGz}dz=\sqrt{\pi/\beta}\,e^{-G^2/4\beta}$. A factor $z^2$ in the integrand is produced by $-d^2/dG^2$, which multiplies the result by $1/(2\beta)-G^2/(4\beta^2)$. After normalization,
$$
\rho_{\mathbf G}=\frac1V\left(1-\frac{G_z^2}{2\beta}\right)e^{-G^2/4\beta}.
$$
These coefficients go into (3) with $\mathbf R=0$.

**Predicted error.** The Gaussian moments are $\langle z^2\rangle=3/(2\beta)$ and $\langle x^2\rangle=\langle y^2\rangle=1/(2\beta)$. Hence $\langle3z^2-r^2\rangle=3/\beta-1/\beta=2/\beta$, and (9) gives $12Q/\beta$.

Higher terms do not add to this. The second derivatives of the $l$th term are harmonic polynomials of degree $l-2$, while the density contains only the angular components 0 and 2. It can therefore respond only to $l=2$ and $l=4$. What is neglected comes from the tails beyond the nearest image distance, of order $e^{-\beta a^2}$ apart from powers of $a$.

For $a=10$ bohr,
$$
\frac{12Q}\beta=\frac{12\times3.108}{0.5\times10^5}=7.46\times10^{-4}\ \text{bohr}^{-3}.
$$
The reciprocal sum gives $D_{zz}=0.21352$ bohr$^{-3}$, which differs from the isolated value by this amount, or $0.35\,\%$ of it. At $a=14$ bohr the error is $0.065\,\%$, and at $a=20$ bohr it is $0.011\,\%$. Doubling the edge from 10 to 20 bohr reduces it by $2^5=32$.

**A tetragonal cell.** The density is axially symmetric, so $h$ may be averaged over the azimuth. The addition theorem for Legendre polynomials gives
$$
\bar h=Qr^4P_4(\cos\theta)=Q\left[z^4-3z^2(x^2+y^2)+\tfrac38(x^2+y^2)^2\right].
$$
Its second $z$ derivative is again $6Q(3z^2-r^2)$. The total error is therefore $S_{zz}(0)+12Q/\beta$, with $Q$ now evaluated for the tetragonal lattice.

For edges $10,10,15$ bohr, $Qa^5=1.953$, and the two parts are $-3.42\times10^{-3}$ and $+0.47\times10^{-3}$ bohr$^{-3}$. Their sum, $-2.95\times10^{-3}$ bohr$^{-3}$, matches the reciprocal calculation and is $-1.4\,\%$ of the isolated value. Although this cell has 1.5 times the volume of the 10 bohr cube, its error is about four times as large in magnitude.

**The slab convention.** In the 10 bohr cube the slab term is $-8\pi/(3\times10^3)=-8.38\times10^{-3}$ bohr$^{-3}$. It would change $D_{zz}$ by $-3.9\,\%$ of the isolated value, about eleven times the magnitude of the error it would be added to.

## 8. A neighbouring nucleus

Now place a compact, spherical Gaussian spin density with exponent 2 bohr$^{-2}$ at the origin of a 20 bohr cube, and the nucleus 4 bohr away along $z$. Apart from its tail, the density acts at the nucleus as a point spin. The direct coupling is
$$
D_{zz}^{\rm direct}=\frac2{4^3}=0.03125\ \text{bohr}^{-3},
$$
or $2.985$ MHz. Equation (8) predicts an image contribution
$$
12Qd^2=\frac{12\times3.108\times4^2}{20^5}=1.86\times10^{-4}\ \text{bohr}^{-3}.
$$
The full image sum is $1.91\times10^{-4}$ bohr$^{-3}$, so the leading term is about $2.6\,\%$ too small relative to that sum. The reciprocal calculation gives $0.03144$ bohr$^{-3}$, or $3.003$ MHz. For this displacement along a cube axis the images raise the coupling by $0.6\,\%$ of its direct value (at the same distance along $[111]$ they would lower it by about $0.4\,\%$), even though the cell is cubic: the cancellation in (7) holds at the spin's own position, not at this nucleus.

The numerical check checks the transform (2), the shape term (5) and the image formulas by independent quadratures and lattice sums.

## Numbers as computed

```
Ball transform, G=(1,2,2)/bohr, radius 2.0 bohr:
  zz quadrature -1.513403, formula -1.513403 (dimensionless)
  xy quadrature -3.026806, formula -3.026806 (dimensionless)
  largest element at G=0: 8.7e-12
Largest image-tensor element, nearest-neighbour distance = 1:
  sc: 3.6e-14
  bcc: 7.1e-14
  fcc: 9.2e-14
Tetragonal c/a = 1.5: S_zz(0) a^3 = -3.42235
  same from the G-sum: -3.42235
Spheroid, axis ratio 0.5: N_zz = 0.52720
  zz lattice sum -2.43620, formula -2.43620 (units a^-3)
Q a^5, cubic: 3.10823
Q a^5, tetragonal: 1.95320
Conversion, g_N=1, S=1/2: 1 bohr^-3 = 95.5213 MHz
p_z density, beta = 0.5 bohr^-2
  isolated D_zz, quadrature: 0.2127692 bohr^-3
  isolated D_zz, formula: 0.2127692 bohr^-3
  isolated T_zz: 20.3240 MHz
Cubic a = 10 bohr: D_zz = 0.2135152 bohr^-3
  error 7.4597e-04, predicted 7.4597e-04 bohr^-3
  T_zz = 20.3952 MHz, relative error 0.3506 %
Cubic a = 14 bohr: D_zz = 0.2129079 bohr^-3
  error 1.3870e-04, predicted 1.3870e-04 bohr^-3
  T_zz = 20.3372 MHz, relative error 0.0652 %
Cubic a = 20 bohr: D_zz = 0.2127925 bohr^-3
  error 2.3312e-05, predicted 2.3312e-05 bohr^-3
  T_zz = 20.3262 MHz, relative error 0.0110 %
Tetragonal 10 x 10 x 15 bohr: D_zz = 0.2098156 bohr^-3
  total error -2.9536e-03 bohr^-3
  point-dipole part -3.4223e-03 bohr^-3
  quadrupole part 4.6877e-04 bohr^-3
  T_zz = 20.0419 MHz, relative error -1.388 %
Slab G=0 term, cubic a = 10 bohr: -8.3776e-03 bohr^-3
  relative to isolated D_zz: -3.937 %
Nucleus at d = 4 bohr, cubic a = 20 bohr, s-type beta = 2.0 bohr^-2
  G-sum D_zz = 0.0314414 bohr^-3
  direct 2/d^3 = 0.0312500 bohr^-3
  images, full sum: 1.9143e-04 bohr^-3
  images, leading order: 1.8649e-04 bohr^-3
  direct T_zz = 2.9850 MHz, G-sum T_zz = 3.0033 MHz
```
